# Meniscus recession in an evaporating trench beneath a vapour boundary layer, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: diffusion resistances in series

A long trench is full of liquid at time $t=0$ and dries by diffusion of vapour through the gas above the liquid. The depth $h(t)$ of the meniscus below the mouth is

$$h(t)=\sqrt{L^2+2Kt}-L .\tag{1}$$

The two constants are

$$K=\frac{D(c_s-c_\infty)}{c_L},\qquad L=f\delta+\ell_c .\tag{2}$$

Here $D$ is the diffusivity of the vapour in the gas, $c_s$ the vapour concentration in equilibrium with the liquid, $c_\infty$ the concentration outside the boundary layer, and $c_L$ the molar density of the liquid. All concentrations are in moles per volume. The boundary layer has thickness $\delta$, and $f$ is the fraction of the wafer surface occupied by trench mouths. The length $\ell_c$ accounts for the sideways spreading of vapour above each mouth.

Early in the drying, equation (1) gives $h\simeq Kt/L$, a constant speed set by the resistance outside the trench. Late in the drying it gives $h\simeq\sqrt{2Kt}$, because the emptied part of the trench has become the main resistance. The late form requires $h\gg L$, so a trench of finite depth may run dry before reaching it.

### Geometry and assumptions

The trenches are parallel, with vertical walls, width $w$ and pitch $p$, so that $f=w/p$. They are long enough for end effects to be ignored, and all recede in step. The coordinate $z$ points down into a trench from its mouth, and $y$ points up from the wafer surface. The gas at $y=\delta$ is held at $c_\infty<c_s$. This represents a stirred or flowing gas by a still layer of fixed thickness.

The vapour is dilute, the temperature is constant, and the liquid surface is in equilibrium with the vapour touching it. The meniscus is treated as flat. If it is curved, $h$ denotes its mean depth. No liquid film carries liquid up the walls to the mouth.

Let $J$ be the molar flux leaving the liquid, per unit area of trench and positive outward. When the meniscus falls by $dh$, the liquid loses $c_L\,dh$ moles per unit area. The space just opened keeps $c_s\,dh$ moles as vapour, and the remainder diffuses away:

$$(c_L-c_s)\frac{dh}{dt}=J .\tag{3}$$

Since a liquid is far denser than its dilute vapour, $c_s\ll c_L$, and in this derivation

$$c_L\frac{dh}{dt}=J .\tag{4}$$

The same density contrast makes the meniscus slow. A concentration profile across a distance $a$ adjusts in a time of order $a^2/D$, while recession through a distance $a$ takes a time of order $a^2/K$ or longer. The ratio of these times is at most of order

$$\varepsilon=\frac{K}{D}=\frac{c_s-c_\infty}{c_L}\ll1 .\tag{5}$$

The first derivation therefore takes the profile at each instant to be the steady one for the current value of $h$. A layer much thicker than the trench region also needs time to fill with vapour at the start. The second derivation bounds the effect of that filling.

### The resistance of the trench and of the layer

In a steady state the same flux crosses every section of the emptied trench. With concentration increasing downward, Fick's law gives the outward flux as $J=D\,\partial c/\partial z$. The gradient is then constant, and the concentration falls between meniscus and mouth by

$$\Delta c_{\rm trench}=\frac{Jh}{D}.\tag{6}$$

Above the wafer, the vapour from a trench of width $w$ spreads over the width $p$. Conservation of vapour gives a flux $Jw/p=fJ$ per unit wafer area. If it were uniform across the pitch throughout the layer, the drop would be

$$\Delta c_{\rm layer}=\frac{fJ\delta}{D}=\frac{J(f\delta)}{D}.\tag{7}$$

Thus a layer of thickness $\delta$ resists as much as a length $f\delta$ of trench. Isolated trenches have a small $f$, and for them spreading close to the mouth matters more.

### The spreading length

Take the flux to be uniform across the mouth and zero on the solid surface between mouths. This is an approximation, whose sign is found below. Put the origin of $x$ at the centre of one mouth. The flux entering the layer at $y=0$ is the periodic function

$$J(x)=J\left[f+\sum_{n=1}^{\infty}a_n\cos k_nx\right],\qquad k_n=\frac{2\pi n}{p}.\tag{8}$$

The coefficient follows by integration over the mouth:

$$a_n=\frac{2}{p}\int_{-w/2}^{w/2}\cos k_nx\,dx
=\frac{4}{pk_n}\sin\frac{k_nw}{2}
=\frac{2\sin(n\pi f)}{n\pi}.\tag{9}$$

Write $u=c-c_\infty$. In steady diffusion $\nabla^2u=0$. The constant term of (8) produces the linear profile $fJ(\delta-y)/D$ already counted. Each cosine produces a term $A_n e^{-k_ny}\cos k_nx$, provided that it has died away before the outer edge, which requires $\delta\gg p/(2\pi)$. Its upward flux at $y=0$ is $-D\,\partial u/\partial y=Dk_nA_n\cos k_nx$, so

$$A_n=\frac{Ja_n}{Dk_n}
=\frac{Jp\sin(n\pi f)}{D\pi^2n^2}.\tag{10}$$

The trench responds to the mean concentration across its mouth. The mean of the cosine there is

$$\frac1w\int_{-w/2}^{w/2}\cos k_nx\,dx
=\frac{2}{wk_n}\sin\frac{k_nw}{2}
=\frac{\sin(n\pi f)}{n\pi f}.\tag{11}$$

Multiplying (10) by (11), summing over $n$, and writing the extra drop as $J\ell_c/D$ gives

$$\ell_c=\frac{p}{\pi^3f}\sum_{n=1}^{\infty}
\frac{\sin^2(n\pi f)}{n^3}.\tag{12}$$

Every term is positive. When $f=1$ every sine vanishes and so does $\ell_c$, as it must when the vapour has no room to spread.

Equation (12) is an upper bound on the spreading length. Let $\mathbf q=-\nabla\phi$ be the true steady flux with $D=1$, and let $\mathbf q'$ be another divergence-free flux with the same total flow and no flow through the walls. Their difference $\mathbf r=\mathbf q'-\mathbf q$ satisfies

$$\int|\mathbf q'|^2dV=\int|\mathbf q|^2dV+\int|\mathbf r|^2dV
+2\int\mathbf q\cdot\mathbf r\,dV .\tag{13}$$

The last integral equals $-\oint\phi\,\mathbf r\cdot\mathbf n\,dA$ because $\nabla\cdot\mathbf r=0$. It vanishes: $\phi$ is constant on the meniscus and on the outer edge, and $\mathbf r$ carries no net flow through either. The true flux therefore has the least $\int|\mathbf q|^2dV$. For the true flux this integral is the flow times the concentration drop. For the flux with a uniform mouth it is the flow times the sum of the drops calculated above. At equal flow the calculated resistance is thus no smaller than the true one.

### The rate equation and its solution

The total drop is $c_s-c_\infty$. Adding the contributions gives

$$c_s-c_\infty=\frac{J}{D}(h+f\delta+\ell_c)
=\frac{J(h+L)}{D}.\tag{14}$$

Solving for $J$ and using (4),

$$\frac{dh}{dt}=\frac{D(c_s-c_\infty)}{c_L(h+L)}=\frac{K}{h+L}.\tag{15}$$

Multiply by $h+L$ and integrate from $h=0$ at $t=0$:

$$\int_0^h(h'+L)\,dh'=\frac{h^2}{2}+Lh=Kt .\tag{16}$$

Doubling and adding $L^2$ to both sides completes the square, $(h+L)^2=L^2+2Kt$. The positive root is required because $h+L>0$, and it gives (1).

Dividing (16) by $Kh$ puts the law in a form suited to measured depths:

$$\frac{t}{h}=\frac{L}{K}+\frac{h}{2K}.\tag{17}$$

A graph of $t/h$ against $h$ is a straight line under the assumptions of the model. Its slope gives $K$, and its intercept then gives $L$.

### Early and late recession

For $Kt\ll L^2$, put $s=Kt/L^2$ and use $\sqrt{1+2s}=1+s-s^2/2+\cdots$. Then

$$h=L(\sqrt{1+2s}-1)
=\frac{Kt}{L}-\frac{K^2t^2}{2L^3}+\cdots .\tag{18}$$

The negative second term is the first sign of the resistance growing inside the trench. For $Kt\gg L^2$, take $\sqrt{2Kt}$ out of the root instead:

$$h=\sqrt{2Kt}\sqrt{1+\frac{L^2}{2Kt}}-L
=\sqrt{2Kt}-L+\frac{L^2}{2\sqrt{2Kt}}+\cdots .\tag{19}$$

The correction $-L$ does not decay. It becomes unimportant relative to $h$ only because $h$ grows.

The local exponent shows how gradual the change is. From (16), $dt/dh=(h+L)/K$ and $t=h(h+2L)/(2K)$, so

$$\frac{d\ln h}{d\ln t}=\frac{t}{h}\frac{dh}{dt}
=\frac{h+2L}{2(h+L)}.\tag{20}$$

It falls from 1 at $h=0$ towards $1/2$ at large $h$. It equals $3/4$ when $2(h+2L)=3(h+L)$, that is at $h=L$, and (16) gives the time $3L^2/(2K)$. The leading early and late forms cross where $Kt/L=\sqrt{2Kt}$, at $t=2L^2/K$. Both give $2L$ there, whereas the true depth is $(\sqrt5-1)L\simeq1.24L$.

### A deep trench

Take $w=10\ \mu$m, $p=100\ \mu$m, a trench depth $H=150\ \mu$m and $\delta=200\ \mu$m. At 298 K let $D=0.25$ cm²/s, with saturated and outer vapour pressures of 24 and 4 Torr. The ideal-gas relation $c=P/(RT)$, with $P$ the vapour pressure, gives $c_s=1.2914$ and $c_\infty=0.2152$ mol/m³. With $c_L=55\,556$ mol/m³,

$$\varepsilon=\frac{1.2914-0.2152}{55\,556}=1.94\times10^{-5}.$$

Since $D=2.5\times10^7\ \mu$m²/s, $K=\varepsilon D=484\ \mu$m²/s. The layer contributes $f\delta=20\ \mu$m, and (12) gives $\ell_c=6.26\ \mu$m, so $L=26.3\ \mu$m.

Finite-difference solutions of Laplace's equation gave spreading lengths of 6.11 µm with the meniscus 20 µm deep and 6.07 µm with it 1 µm deep. Both lie below the bound, as they should. The use of 6.26 µm raises $L$ by less than 1% relative to either value. With the meniscus at the mouth itself, conformal mapping gives $(w/\pi)\ln[1/\sin(\pi f/2)]=5.90\ \mu$m, so at $h=0$ the series overstates $L$, and understates the speed, by 1.4%.

The initial speed is $K/L=18.4\ \mu$m/s. The emptying time, meaning the time for the mean depth to reach the floor, is

$$t_H=\frac{150^2/2+26.26\times150}{484.3}\ {\rm s}=31.4\ {\rm s}.$$

| $t$ (s) | $h$ (µm) | $Kt/L$ (µm) | $\sqrt{2Kt}$ (µm) |
|---:|---:|---:|---:|
| 0.1 | 1.8 | 1.8 | 9.8 |
| 2.0 | 25.0 | 36.9 | 44.0 |
| 10.0 | 75.6 | 184 | 98.4 |
| 31.4 | 150 | 578 | 174 |

At the floor the exponent is still 0.574, and the leading square root overestimates the depth by 16%. Subtracting $L$ from it, as (19) requires, gives 148 µm. This trench therefore shows the linear start and most of the crossover, but the plain square-root law is not yet accurate when the liquid runs out.

## Second derivation: a weighted balance of the vapour

The symbols carried over are these. The meniscus depth is $h$; the trench width and pitch are $w$ and $p$, with $f=w/p$; the boundary layer has thickness $\delta$. The vapour concentration is $c_s$ at the liquid and $c_\infty$ at the outer edge, the liquid has molar density $c_L$, and $D$ is the vapour diffusivity. The first derivation assumed a steady vapour profile at every instant and found

$$\frac{h^2}{2}+Lh=Kt,\qquad K=\frac{D(c_s-c_\infty)}{c_L},\qquad L=f\delta+\ell_c,\tag{21}$$

where $\ell_c$ is the spreading length at the mouth. In the example, $K=484\ \mu$m²/s, $L=26.3\ \mu$m, and a trench 150 µm deep empties in 31.4 s.

The second derivation keeps the time-dependent diffusion equation. It multiplies that equation by a weight chosen so that the unknown profile enters through one stored quantity, which can be bounded.

### The weight

Let $u=c-c_\infty$ and $\Delta c=c_s-c_\infty$. In the gas,

$$\frac{\partial u}{\partial t}=D\nabla^2u,\tag{22}$$

with $u=\Delta c$ on the meniscus, $u=0$ at the outer edge, and no flux through the solid walls or the symmetry planes between trenches.

Define a time-independent function $\psi$, with the dimension of length, in the gas space of a trench without a floor. It satisfies $\nabla^2\psi=0$, has zero normal derivative on the walls and symmetry planes, vanishes at the outer edge, and has gradient $\partial\psi/\partial z=1$ deep in the trench. Here $z$ is again the depth below the mouth. Physically, $\psi$ is a steady concentration field for unit flux in the trench and unit diffusivity. Its value is therefore the resistance, expressed as a length of trench, between a point and the outer edge. Deep in the trench

$$\psi=z+L .\tag{23}$$

This defines $L$, and with it $\ell_c$, without the assumption of a uniform flux at the mouth. The series used in the first derivation gives an upper bound on this $\ell_c$.

Near the mouth $\psi$ varies across the trench. The slowest symmetric variation that meets the wall condition is $\cos(2\pi x/w)$, with $x$ measured from the centre line, and by Laplace's equation it decays as $e^{-2\pi z/w}$. At $z=w$ this factor is about 0.002. Equation (23) can therefore be used on the meniscus once $h$ is comparable with $w$. For smaller $h$ the error is that of treating the spreading length as constant. The computed change, from 6.07 µm at a depth of 1 µm to 6.11 µm at 20 µm, is small beside $L$.

Assuming a steady vapour profile at each instant, the first derivation has given the recession law (21), and the second has so far set up the diffusion equation and a weight $\psi$ equal to $z+L$ deep in the trench. It remains to use that weight to derive the law without assuming a profile, to bound the error in depth, and to examine cooling and other neglected effects.
